# Negative U from Lattice Relaxation, and How Response Calculations See It

## 1. Two loads on one spring

Take two identical springs of stiffness $K$. An electron placed on a spring pulls it with a constant force $g$. One electron stretches its spring by $x$ at an energy $-gx+\tfrac12Kx^2$, which is lowest at $x=g/K$, where it equals $-g^2/(2K)$. Two electrons on the same spring pull with force $2g$, and the lowest energy is $-(2g)^2/(2K)=-2g^2/K$.

Now compare two ways of placing two electrons. One on each spring gains $2\times g^2/(2K)=g^2/K$. Both on one spring, with the other left empty, gain $2g^2/K$. Sharing a spring is better by $g^2/K$, although the electrons exert no direct force on each other. The gain is quadratic in the load, so concentrating the load pays.

Real electrons on one site also repel, at a cost $U$. If $U<g^2/K$, the shared spring still wins. A site with this property is Anderson's negative-$U$ centre.

## 2. The model and its clamped repulsion

Consider one orbital level with spin occupations $n_\uparrow,n_\downarrow\in\{0,1\}$ and $n=n_\uparrow+n_\downarrow$. Its occupation is coupled linearly to one displacement $x$ with momentum $p$ and mass $M$. In atomic units ($\hbar=1$),

$$H=\varepsilon n+U n_\uparrow n_\downarrow-g x n+\tfrac12Kx^2+\frac{p^2}{2M}. \tag{1}$$

Here $\varepsilon$ is the level energy at $x=0$, $U>0$ is the repulsion between two electrons on the level, and $K>0$ is the same for every occupation. The level is isolated, except that a reservoir may set its occupation. Hybridization, which mixes occupations, enters in Section 6.

First treat the nuclei as classical and at rest. The energy at fixed $x$ is

$$E(n,x)=\varepsilon n+U\delta_{n,2}-gxn+\tfrac12Kx^2, \tag{2}$$

because $n_\uparrow n_\downarrow$ is 1 for $n=2$ and 0 otherwise. The effective repulsion is the energy needed to turn two singly occupied centres into one doubly occupied and one empty centre. With all centres held at the same $x$ it is

$$E(2,x)+E(0,x)-2E(1,x)=U. \tag{3}$$

The terms in $\varepsilon$ and $g$ cancel because $2+0-2\cdot1=0$, and the elastic terms cancel because $1+1-2=0$. A clamped lattice therefore shows the bare repulsion, however strong the coupling.

## 3. Relaxing the lattice

Let each charge state find its own displacement. The force on the coordinate is $-\partial E/\partial x=gn-Kx$, which vanishes at

$$x_n=\frac{gn}{K}. \tag{4}$$

To find the energy there, complete the square:

$$-gxn+\tfrac12Kx^2=\tfrac12K\left(x-\frac{gn}{K}\right)^2-\frac{g^2n^2}{2K}. \tag{5}$$

The square vanishes at $x=x_n$. With the abbreviation $\lambda=g^2/K$, the relaxed energy is

$$E(n)=\varepsilon n+U\delta_{n,2}-\tfrac12\lambda n^2. \tag{6}$$

The three values are $E(0)=0$, $E(1)=\varepsilon-\lambda/2$ and $E(2)=2\varepsilon+U-2\lambda$. Hence

$$\begin{aligned}
U_{\rm eff}&=E(2)+E(0)-2E(1)\\
&=(2\varepsilon+U-2\lambda)-(2\varepsilon-\lambda)\\
&=U-\frac{g^2}{K}.
\end{aligned} \tag{7}$$

The electrons have not ceased to repel: $U$ in (1) is unchanged. What has become negative is a difference of total energies that includes the lattice. The sign of $g$ does not matter, since it sets only the direction of displacement. For a stiff lattice, $K\to\infty$ at fixed $g$, (7) returns to $U$. For a soft one the formula gives a large attraction, but the displacements (4) then grow as well, and the harmonic, linear form of (1) must eventually fail.

The choice of reference geometry is also immaterial. If the lattice is unstrained at occupation $n_{\rm ref}$, the coupling is $-gx(n-n_{\rm ref})$, and (6) contains

$$-\tfrac12\lambda(n-n_{\rm ref})^2=-\tfrac12\lambda n^2+\lambda n_{\rm ref}n-\tfrac12\lambda n_{\rm ref}^2 .$$

The added terms are linear and constant in $n$, so they drop out of the second difference.

**Quantum nuclei.** In (1) the occupation commutes with $H$, so each $n$ can be treated separately. By (5), the nuclear Hamiltonian for given $n$ is an oscillator centred at $x_n$ plus a constant. Moving the centre does not alter its spectrum, so the levels are

$$E_{n,v}=E(n)+\omega\left(v+\tfrac12\right),\qquad \omega=\sqrt{K/M},\quad v=0,1,2,\dots \tag{8}$$

The zero-point energy $\omega/2$ is common to all $n$ and cancels in (7). For the isolated level the result thus holds for any nuclear mass.

**Unequal stiffness.** Let the stiffness depend on occupation, as $K_n$ with frequency $\omega_n$. The reference geometry then matters, because the terms in $n_{\rm ref}$ no longer cancel. With the lattice unstrained at $n=0$, as in (1), the same steps give $E(2)=2\varepsilon+U-2g^2/K_2$ and $E(1)=\varepsilon-g^2/(2K_1)$, each with its own zero-point energy. Then

$$U_{\rm eff}=U-g^2\left(\frac{2}{K_2}-\frac1{K_1}\right)+\tfrac12(\omega_2+\omega_0-2\omega_1). \tag{9}$$

This reduces to (7) for equal stiffness. With this reference, a doubly occupied state that is stiffer than the singly occupied one weakens the lattice attraction. The rule is tied to the reference: with the lattice unstrained at $n=1$ the attraction is $\tfrac12g^2(1/K_2+1/K_0)$, which a soft empty state can enlarge even when $K_2>K_1$.

### Numbers for a model centre

Take round parameters $U=1$ eV, $K=20$ eV/Å$^2$, $g=5$ eV/Å and $\varepsilon=0$. Then $\lambda=25/20=1.25$ eV. The relaxed states are:

| $n$ | $x_n$ (Å) | $E(n)$ (eV) |
|---|---|---|
| 0 | 0 | 0 |
| 1 | 0.25 | −0.625 |
| 2 | 0.50 | −1.500 |

The second difference is $-1.500+0-2(-0.625)=-0.25$ eV, or $-0.0092$ hartree, in agreement with $1-1.25$ from (7). The sign changes at $g=\sqrt{UK}=4.47$ eV/Å, so this centre lies a little beyond the threshold. With a mass of 20 atomic mass units the vibrational quantum is 0.065 eV, and it has no effect on $U_{\rm eff}$. A displacement of half an angstrom is large on the scale of a chemical bond. For an actual defect the assumption of one constant $K$ would have to be examined over that range.

## 4. The missing charge state

Let a reservoir with chemical potential $\mu$ supply electrons. The stable occupation minimises $E(n)-\mu n$. From the definition of $U_{\rm eff}$,

$$E(1)-\mu=\tfrac12\big\{E(0)+[E(2)-2\mu]\big\}-\tfrac12U_{\rm eff}. \tag{10}$$

The average in braces, with its factor $\tfrac12$, is at least as large as the smaller of its two members. If $U_{\rm eff}<0$, the last term is positive, so $n=1$ lies above $n=0$ or $n=2$ at every $\mu$. Single occupation is never the ground state. The centre passes directly from empty to doubly occupied when $E(0)=E(2)-2\mu$, that is, at

$$\mu^*=\tfrac12E(2)=\varepsilon+\tfrac12U-\lambda. \tag{11}$$

For $U_{\rm eff}>0$ the single electron has a window. It beats $n=0$ when $\mu>E(1)-E(0)$, and it beats $n=2$ when $\mu<E(2)-E(1)$. The width of the window is

$$[E(2)-E(1)]-[E(1)-E(0)]=U_{\rm eff}. \tag{12}$$

In the example, the first electron enters at $-0.625$ eV and the second at $-1.500+0.625=-0.875$ eV. The second is bound more strongly than the first, so the window is inverted, and both enter together at $\mu^*=0+0.5-1.25=-0.75$ eV. With the weaker coupling $g=3$ eV/Å, $\lambda=0.45$ eV, and single occupation is stable over a window of 0.55 eV.

**Finite temperature.** At temperature $T$ the statistical weight of occupation $n$ is the number of spin states times $e^{-[E(n)-\mu n]/kT}$ times the oscillator sum. By (8) the oscillator sum is the same for all $n$ and cancels. At $\mu=\mu^*$ the exponents for $n=0$ and $n=2$ vanish, and (10) gives $E(1)-\mu^*=-U_{\rm eff}/2$. The state $n=1$ has two spin orientations, so its probability is

$$p_1=\frac{2e^{U_{\rm eff}/2kT}}{2+2e^{U_{\rm eff}/2kT}}=\frac1{1+e^{-U_{\rm eff}/2kT}}. \tag{13}$$

This is also the probability of finding an unpaired spin, since the empty and the doubly occupied level have none. At 300 K, $kT=0.02585$ eV and $-U_{\rm eff}/2kT=0.125/0.02585=4.84$, so $p_1=0.0079$. Without coupling, at the corresponding midpoint $\mu=\varepsilon+U/2$, the roles are reversed: the combined probability of $n=0$ and $n=2$ is only $4\times10^{-9}$. When $kT$ greatly exceeds $|U_{\rm eff}|$, (13) tends to $\tfrac12$, which is the share of two spin states among four.

## 5. Vertical transfers and the barrier to pairing

Equations (3) and (7) describe different processes. To see both in one picture, take two distant centres $a$ and $b$, with no direct interaction and with negligible tunnelling between them. Write $(1,1)$ when each holds one electron and $(2,0)$ when both electrons are on $a$. At given displacements, (2) yields

$$E_{20}-E_{11}=U-2gx_a+g(x_a+x_b)=U-g(x_a-x_b). \tag{14}$$

Set $x_a=x_1+s+q$ and $x_b=x_1+s-q$, where $x_1=g/K$. Measured from its own relaxed minimum, the $(1,1)$ surface is

$$E_{11}-2E(1)=\tfrac12K(s+q)^2+\tfrac12K(s-q)^2=K(s^2+q^2), \tag{15}$$

and (14) becomes $E_{20}-E_{11}=U-2gq$. Relaxed $(1,1)$ sits at $q=0$. Relaxed $(2,0)$ has $x_a=2g/K$ and $x_b=0$, which means $s=0$ and $q=g/K$.

A vertical transfer is one during which the nuclei do not move. Starting from relaxed $(1,1)$ it costs

$$\Delta_{11\to20}=U, \tag{16}$$

the clamped repulsion. Starting from relaxed $(2,0)$, the reverse transfer costs

$$\Delta_{20\to11}=2g\,\frac gK-U=2\lambda-U. \tag{17}$$

If the lattice then relaxes from $q=g/K$ to $q=0$, it releases $K(g/K)^2=\lambda$ by (15). The net cost of breaking the pair is $(2\lambda-U)-\lambda=\lambda-U=-U_{\rm eff}$, as it must be.

If the nuclei move classically, slow pairing proceeds through a geometry where the two surfaces meet. There $q=U/(2g)$ by (14), and the lowest such point has $s=0$. Its height above relaxed $(1,1)$ is

$$B=K\left(\frac{U}{2g}\right)^2=\frac{U^2}{4\lambda}. \tag{18}$$

This point lies between the two minima if $U/(2g)<g/K$, or $U<2\lambda$, which every negative-$U$ centre satisfies. Tunnelling between the centres would round off the crossing; (18) is the limit in which that effect is small. It also leaves out tunnelling of the nuclei through the barrier, which can make pairing easier than (18) suggests.

For the model centre the vertical cost of pairing is 1.00 eV, while the relaxed pair is 0.25 eV lower than the separated electrons. The barrier is $1/(4\times1.25)=0.20$ eV. Breaking the pair vertically costs $2.50-1.00=1.50$ eV, against a net 0.25 eV when the lattice has time to follow. For classical nuclei the slow path still passes through the crossing, which lies $B-U_{\rm eff}=0.20+0.25=0.45$ eV above the relaxed pair. At 300 K the model centre is not in this limit, since its vibrational quantum of 0.065 eV exceeds $kT=0.026$ eV. A golden-rule sum over vibrational levels gives an apparent activation energy for pairing of only about 0.09 eV, with most of the rate coming from levels below the crossing. A fast probe and a slow one thus report very different energies for the same centre: both vertical costs are positive, and the negative $U$ appears in the relaxed energies.

## 6. What a response calculation measures

A repulsion can be computed by shifting the level with a probe potential $\alpha n$ and recording the change in occupation. For this the occupation must vary smoothly. Let the level be broadened by a bath to a Lorentzian of half-width $\Gamma$, with $\mu=0$, and treat the repulsion in mean field. For an effective level energy $e$, counting both spins and integrating over filled states gives

$$n=2\int_{-\infty}^{0}\frac{\Gamma/\pi}{(\epsilon-e)^2+\Gamma^2}\,d\epsilon
=1-\frac2\pi\arctan\frac e\Gamma. \tag{19}$$

For the interaction energy take $\tfrac12Un^2$. At $n=0,1,2$ this equals $Un_\uparrow n_\downarrow+\tfrac12Un$, as substitution shows, so it has the same second difference $U$; the linear part only shifts the level. The choice matters. A spin-restricted mean field of $Un_\uparrow n_\downarrow$, with $n_\uparrow=n_\downarrow=n/2$, gives $\tfrac14Un^2$, whose curvature is $U/2$ and not $U$.

The total energy of level, bath and lattice is then, up to a constant,

$$W(n,x)=T(n)+(\varepsilon+\alpha)n+\tfrac12Un^2-gxn+\tfrac12Kx^2. \tag{20}$$

The band part $T(n)$ must reproduce (19) when $W$ is stationary in $n$. That condition reads

$$-T'(n)=e=\varepsilon+\alpha+Un-gx. \tag{21}$$

Inverting (19) gives $\arctan(e/\Gamma)=\pi/2-\pi n/2$, so $e=\Gamma\cot(\pi n/2)$. Integrating $T'=-e$ then gives

$$T(n)=-\frac{2\Gamma}{\pi}\ln\sin\frac{\pi n}{2}. \tag{22}$$

Stationarity in $x$ gives $Kx=gn$, which is (4) for a fractional mean occupation.

Define two responses. The bare one, $\chi_0=dn/de$, is the change of occupation when the effective level itself is shifted, with no feedback. The full one, $\chi=dn/d\alpha$, includes feedback. Both are negative, because raising a level empties it, as long as the solution is stable. Differentiate (21) with respect to $n$ along the self-consistent solution:

$$\frac1{\chi_0}=\frac{de}{dn}=\frac1\chi+U-g\frac{dx}{dn}. \tag{23}$$

If the nuclei are clamped, $dx/dn=0$. If they relax, $dx/dn=g/K$. Therefore

$$\frac1{\chi_0}-\frac1\chi=
\begin{cases}
U, & \text{clamped},\\
U-g^2/K, & \text{relaxed}.
\end{cases} \tag{24}$$

Subtracting the inverse responses removes the band contribution and leaves the curvature due to interaction, with or without the lattice. That the clamped value is exactly $U$ follows from the chosen form $\tfrac12Un^2$. The spin-restricted mean field of $Un_\uparrow n_\downarrow$ would give $U/2$ and $U/2-g^2/K$, and for the correlated level of (1) the clamped value need not equal $U$ and varies with filling. What does not depend on this choice is the difference $g^2/K$ between the clamped and the relaxed value.

Use the same $U$, $K$ and $g$, with $\Gamma=0.5$ eV and $\varepsilon=0.3$ eV. Solving (21) by root finding, with $x=gn/K$, gives $n=0.908$ and $x=0.227$ Å. Shifting the level by $\pm0.001$ eV and taking central differences gives the responses below. In the clamped case $x$ is held at 0.227 Å.

| Response | Value (eV$^{-1}$) | Inverse (eV) |
|---|---|---|
| $\chi_0$ | −1.2466 | −0.802 |
| $\chi$, clamped | −0.5549 | −1.802 |
| $\chi$, relaxed | −1.8110 | −0.552 |

The differences are $-0.802+1.802=1.00$ eV and $-0.802+0.552=-0.25$ eV. Repulsion makes the clamped response smaller in magnitude than the bare one. With the lattice free, the net feedback is attractive and the response is larger than the bare one.

Within this model, this shows which value belongs in a calculation. Suppose the interaction term $\tfrac12Un^2$ is to be used with explicit relaxation of the nuclei. (A Hubbard-corrected functional also subtracts a double-counting term, which this model does not contain.) The $U$ in $\tfrac12Un^2$ must then be the clamped value, since the relaxation supplies $-g^2/K$ by itself. Inserting the relaxed value and relaxing again would give $U-2\lambda=1-2.5=-1.5$ eV in this model, with the lattice term counted twice.

## 7. When the smooth response breaks down

A negative interaction curvature need not make the broadened level unstable, because the band part resists changes of occupation. With $x=gn/K$ inserted, (20) becomes $W(n)=T(n)+(\varepsilon+\alpha)n+\tfrac12U_{\rm eff}n^2$, and

$$W''(n)=\frac{\pi\Gamma/2}{\sin^2(\pi n/2)}+U_{\rm eff}. \tag{25}$$

Since $\sin^2\le1$, this is positive for all $n$ between 0 and 2 if

$$\Gamma>\Gamma_c=-\frac{2U_{\rm eff}}{\pi}. \tag{26}$$

There is then one self-consistent solution. For the model centre $\Gamma_c=0.50/\pi=0.159$ eV, and the width of 0.5 eV used above is larger. This value is tied to the form $\tfrac12Un^2$. With the spin-restricted $\tfrac14Un^2$, $U_{\rm eff}$ in (25) and (26) is replaced by $U/2-\lambda$, which gives $\Gamma_c=0.477$ eV here. It also gives several solutions for some centres with positive $U_{\rm eff}$, such as $g=4$ eV/Å below 0.19 eV. Mean-field bistability alone therefore does not establish a negative $U$.

Now place the level so that half filling, $n=1$, is a solution: $\varepsilon=-U_{\rm eff}$ and $\alpha=0$. For $\Gamma<\Gamma_c$, $W''$ is negative around $n=1$ and positive near both ends. The slope $W'$ runs from $-\infty$ at $n\to0$ to $+\infty$ at $n\to2$, but falls through zero at $n=1$. It must therefore vanish at three points. Counting the solutions on a grid of occupations gives three at $0.9\,\Gamma_c$ and one at $1.1\,\Gamma_c$. The middle solution is now a maximum of $W(n)$, and the outer two are minima.

At the outer solutions $W''\ge0$, because they are minima. By (25) and (26) this means $\sin^2(\pi n/2)\le\Gamma/\Gamma_c$. As $\Gamma\to0$ the sine must therefore vanish, and $n$ tends to 0 at one minimum and to 2 at the other. The mean-field level thus recovers the two stable charge states of Section 4.

Near $\Gamma_c$ the relaxed response at half filling diverges, since $1/\chi=-W''$ tends to zero. A finite probe then no longer measures a linear response, and below $\Gamma_c$ it may throw the level from one minimum to the other. The clamped calculation is free of this difficulty in the present model: its curvature is (25) with $U$ in place of $U_{\rm eff}$, which is positive for every width. This stability concerns the charge only, since $\tfrac12Un^2$ has no spin variable. A spin-unrestricted mean field of $Un_\uparrow n_\downarrow$ at half filling develops a moment for $\Gamma<U/\pi=0.318$ eV, and for a narrow level $\tfrac12Un^2$ gives an occupation that varies linearly with the level energy instead of the $n=1$ window of Section 4. Mean field leaves out quantum fluctuations between the two charge states, so $\Gamma_c$ marks the breakdown of the mean-field solution and need not mark a sharp transition of the actual centre.
